# The Partitioned Rational-Function Step for Finding Migration Saddles

An atom that migrates through a solid passes from one energy minimum to the next over a saddle point, where the energy is a maximum along one direction and a minimum along all others. A saddle search must therefore go uphill in one direction and downhill in the rest, often from a point where the surface does not yet have a saddle's curvatures.

Let $E$ be a smooth energy surface with gradient $g$ and symmetric Hessian $H$ at the current point. All coordinates are lengths, with the ordinary Euclidean scalar product. The orthonormal modes $v_i$ obey $Hv_i=b_iv_i$. Write $F_i=v_i\cdot g$ for the gradient component and $h_i=v_i\cdot s$ for the component of a step $s$. Note that $F_i$ is the slope, so the physical force is $-F_i$. Since $s^THs=\sum_i b_ih_i^2$, the quadratic model of the energy change separates:

$$\Delta Q=\sum_i q_i,\qquad q_i=F_ih_i+\tfrac12 b_ih_i^2 .$$

One mode, $k$, is chosen to be climbed.

## (a) Where does the Newton step go?

**Find the Newton step and the direction in which it moves along each mode.**

**Solution.** The Newton step makes the model stationary, $F_i+b_ih_i=0$, so $h_i=-F_i/b_i$. Its first-order energy change along mode $i$ is

$$F_ih_i=-\frac{F_i^2}{b_i}.$$

This is negative for $b_i>0$ and positive for $b_i<0$. The curvature alone decides the direction. Newton's step climbs mode $k$ and descends the others only if $b_k<0$ and every other $b_i>0$, which is the curvature pattern of the saddle being sought. Elsewhere it heads for whatever stationary point the local curvatures suggest.

## (b) The climbing mode

**Replace $q_k$ by the rational function**

$$R(h)=\frac{F_kh+\frac12b_kh^2}{1+h^2/\ell^2},$$

**with a fixed length $\ell$ (one bohr in the usual atomic-unit form). For $F_k\neq0$, find its maximum and the sign of $F_kh$ there.**

**Solution.** Setting the derivative of the quotient to zero gives

$$F_k+b_kh=\frac{2R}{\ell^2}h=\lambda h,\qquad \lambda\equiv\frac{2R}{\ell^2}.$$

The definition of $R$, multiplied by $2(1+h^2/\ell^2)$, reads $2F_kh+b_kh^2=\lambda(\ell^2+h^2)$. The stationarity condition multiplied by $h$ reads $F_kh+b_kh^2=\lambda h^2$. Subtraction leaves

$$F_kh=\lambda\ell^2 .$$

The two conditions together form an eigenvalue problem:

$$\begin{pmatrix}b_k&F_k/\ell\\F_k/\ell&0\end{pmatrix}\begin{pmatrix}h/\ell\\1\end{pmatrix}=\lambda\begin{pmatrix}h/\ell\\1\end{pmatrix},\qquad \lambda(\lambda-b_k)=\frac{F_k^2}{\ell^2}.$$

Because $R=\frac12\lambda\ell^2$, the maximum belongs to the upper root,

$$\lambda_p=\tfrac12\left[b_k+\sqrt{b_k^2+4F_k^2/\ell^2}\right].$$

For $F_k\ne0$ the square root exceeds $|b_k|$, so $\lambda_p>\frac12(b_k+|b_k|)=\max(0,b_k)$. For $|h|\to\infty$, $R$ tends to $\frac12b_k\ell^2$, which is below $\frac12\lambda_p\ell^2$, so the maximum lies at finite $h$. The step is

$$h_k=\frac{F_k}{\lambda_p-b_k},\qquad F_kh_k=\frac{F_k^2}{\lambda_p-b_k}>0 .$$

It goes uphill for either sign of $b_k$. The shift $\lambda_p$ replaces the curvature $b_k$ by $b_k-\lambda_p$, which is negative, as Newton's formula needs for a climb.

## (c) All the other modes

**Treat the remaining modes together with one rational function, and minimise it. Find the step and its direction along each mode.**

**Solution.** For $i\neq k$ let

$$R=\frac{\sum_i(F_ih_i+\frac12b_ih_i^2)}{1+\sum_ih_i^2/\ell^2}.$$

The algebra of (b), applied to each $h_i$, gives $F_i+b_ih_i=\lambda h_i$ and $\sum_iF_ih_i=\lambda\ell^2$. These are the rows of $Mz=\lambda z$, where $z=(h_i/\ell,\,1)$ and $M$ has the $b_i$ on its diagonal, a last diagonal entry of zero, and $F_i/\ell$ in its last row and column. Moreover $R=\frac12\ell^2\,z^TMz/z^Tz$, so the minimum belongs to the lowest eigenvalue $\lambda_n$ of $M$.

To locate $\lambda_n$, take any mode with $F_i\neq0$ and restrict $z$ to that mode and the last entry. The restricted matrix is the $2\times2$ matrix of (b), with lowest eigenvalue $\frac12[b_i-\sqrt{b_i^2+4F_i^2/\ell^2}]$. By Rayleigh's principle a restriction cannot lower the minimum, hence

$$\lambda_n\le\tfrac12\left[b_i-\sqrt{b_i^2+4F_i^2/\ell^2}\right]<\min(0,b_i).$$

We also need the last entry of the eigenvector to be non-zero, so that it can be scaled to 1. If it were zero, the other rows would read $(b_i-\lambda_n)z_i=0$, which requires some $b_i=\lambda_n$. This is excluded if $\lambda_n$ lies below every $b_i$. That holds if the lowest of these modes has $F_i\ne0$, or if no $b_i$ is negative and some $F_i\neq0$. Then

$$h_i=\frac{F_i}{\lambda_n-b_i},\qquad F_ih_i=\frac{F_i^2}{\lambda_n-b_i}<0\quad(F_i\neq0).$$

The step goes downhill along every mode that has a slope, for either sign of its curvature. If all these $F_i$ vanish and all $b_i>0$, the minimum is $h_i=0$.

## (d) From slopes to finite steps

**Do the signs survive for the full step, for a shortened step, and on the true surface?**

**Solution.** Insert $h_i=F_i/(\lambda-b_i)$ into $q_i$, with the shift $\lambda$ that belongs to the mode:

$$q_i=\frac{F_i^2}{(\lambda-b_i)^2}\left[(\lambda-b_i)+\tfrac12b_i\right]=\frac{F_i^2(\lambda-\frac12b_i)}{(\lambda-b_i)^2}.$$

For mode $k$, $\lambda_p-\frac12b_k=\frac12\sqrt{b_k^2+4F_k^2/\ell^2}>0$. For the others that have a slope, $\lambda_n<\min(0,b_i)\le\frac12b_i$. Hence $q_k>0$ and $q_i<0$: the full step has the right sign in the quadratic model, mode by mode.

If the step is shortened to $th_i$ with $0<t\le1$, then

$$q_i(t)=tF_ih_i+\tfrac12t^2b_ih_i^2=t\left[(1-t)F_ih_i+t\,q_i(1)\right].$$

Both terms in the bracket have the same sign, so a cap on the step length keeps every direction right.

On the true surface, a move along mode $i$ alone changes the energy by $q_i(t)$ plus a remainder of at most $\frac16M_3t^3|h_i|^3$, where $M_3$ bounds the third derivative along that line. The bracket is at least $\min(|F_ih_i|,|q_i(1)|)$ in size, so the sign is guaranteed when

$$t^2<\frac{6\min(|F_ih_i|,|q_i(1)|)}{M_3|h_i|^3}.$$

The total energy change has no fixed sign, because it adds one rise to several falls. The energy is therefore no measure of progress in such a search.

## (e) Limits and failures

**Examine the step near the saddle, near a minimum, and where a slope vanishes.**

**Solution.** Near a saddle with $b_k<0$ and all other $b_i>0$, expand for small $F$:

$$\lambda_p\approx\frac{F_k^2}{\ell^2|b_k|},\qquad \lambda_n\approx-\frac1{\ell^2}\sum_{i\ne k}\frac{F_i^2}{b_i}.$$

Then $h_k=F_k/(|b_k|+\lambda_p)\approx F_k/|b_k|-F_k^3/(\ell^2|b_k|^3)$. The first term is Newton's step. The other modes likewise differ from Newton's step at third order in the slopes. Newton's error after a step is of second order in the distance to the saddle, so its quadratic convergence is kept.

Near a minimum $b_k>0$, and the upper root gives $\lambda_p-b_k\approx F_k^2/(\ell^2b_k)$. Therefore

$$h_k\approx\frac{b_k\ell^2}{F_k},$$

which grows without limit as the slope vanishes. A cap on the step length is needed there. At $F_k=0$ with $b_k>0$, $R$ rises towards $\frac12b_k\ell^2$ without reaching it, and no finite climbing step exists. The search must start displaced from the minimum.

A descending mode can also be stuck. Take $\ell=1$, a mode with $b_1=-1$ and $F_1=0$, and a second with $b_2=1$ and slope $F_2$. The second mode and the last entry give the eigenvalue $\frac12(1-\sqrt{1+4F_2^2})$, while mode 1 gives $-1$. For $F_2=3$ the former is lower, and the step leaves mode 1 unmoved on its ridge. For $F_2=0.5$ the latter is lower. Its eigenvector has a zero last entry, and there is no finite step. A small displacement along mode 1 gives it a slope and restores the signs found in (c). In the second case the full step is then very long, growing as the inverse of that slope, so a cap is needed here too.

None of this proves that a search converges from every start. The result concerns single steps.

## (f) A copper hop in a model barrier layer

**A copper atom at $(x,y)$ hops between sites of a square net with spacing $a$, and $q$ is a breathing displacement of the host. With $c_x=1-\cos(2\pi x/a)$ and $c_y$ likewise,**

$$V=A(c_x+c_y)+Bc_xc_y+\tfrac12Kq^2-\tfrac12Cq(c_x+c_y).$$

**Take $a=0.30$ nm, $A=1.2$ eV, $B=0.13$ eV, $K=3000$ eV/nm² and $C=40$ eV/nm. Find the first step from $(0.03,\,0.11,\,0)$ nm with $\ell=0.05$ nm, close to one bohr, and a cap of 0.02 nm on the step length. Climb the mode with the largest $x$ component. Where does the search end?**

**Solution.** Numerical diagonalisation of the Hessian gives the modes below. Each is oriented so that $F_i>0$, which makes positive $h$ uphill.

| Mode | $b$ (eV/nm²) | $F$ (eV/nm) | capped $h$ (nm) | Newton $h$ (nm) |
|---|---|---|---|---|
| mainly $x$, climb | 478.8 | 13.66 | +0.0168 | −0.0285 |
| mainly $y$, fall | −388.1 | 15.54 | −0.0107 | +0.0400 |
| mainly $q$, fall | 3052.6 | 40.30 | −0.0017 | −0.0132 |

The first two curvatures both have the wrong sign, and Newton's step goes the wrong way along both. For the climbing mode $F/\ell=273.2$ eV/nm², so

$$\lambda_p=\tfrac12\left[478.8+\sqrt{478.8^2+4(273.2)^2}\right]=602.6\ \text{eV/nm}^2,$$

and $h=13.66/(602.6-478.8)=0.110$ nm. The lowest eigenvalue for the other two modes is $\lambda_n=-610.9$ eV/nm², which gives $15.54/(-610.9+388.1)=-0.0697$ nm and $40.30/(-610.9-3052.6)=-0.0110$ nm. The whole step is 0.131 nm long, so the cap multiplies it by $0.02/0.131=0.153$.

On the true surface, the capped displacements taken one at a time change the energy by $+0.290$, $-0.186$ and $-0.063$ eV. The quadratic model gives $13.66(0.01684)+\frac12(478.8)(0.01684)^2=0.298$ eV for the climb, so the cubic and higher terms are small here. Taken together, the three displacements raise the energy from 2.274 to 2.313 eV.

With convergence defined as a gradient norm below $10^{-9}$ eV/nm, repeated steps reach a stationary point after 11 iterations, at $x=0.15$ nm, $y=0$, $q=0.0133$ nm. Its curvatures are $-409$, $524$ and $3000$ eV/nm², those of a first-order saddle. At step 7 the energy was 2.120 eV, below the final 2.133 eV, so the last part of the search was a net climb.

The end point can be understood by hand. At $x=a/2$, $y=0$ we have $c_x=2$ and $V=2A+\frac12Kq^2-Cq$, which is lowest at $q=C/K$. The barrier is

$$\Delta E=2A-\frac{C^2}{2K}=2.400-0.267=2.133\ \text{eV}.$$

It is also the lowest pass. Every path from $x=0$ to $x=a$ crosses $x=a/2$, where the energy with $q$ relaxed has the derivative $A+2B-C^2(2+c_y)/(4K)$ with respect to $c_y$. Since $c_y\le2$, this is at least $1.46-0.53>0$ eV, so the crossing is cheapest at $y=0$. The straight path along $y=0$ needs no more than this: its relaxed energy $Ac_x-C^2c_x^2/(8K)$ has the derivative $A-C^2c_x/(4K)\ge1.20-0.27>0$ eV with respect to $c_x$, so it is highest at $c_x=2$.

The same search reaches this saddle in 9 steps from $(0.03,0.01,0)$ nm, near the minimum, and in 9 from $(0.13,0.12,0)$ nm, near the point that is a maximum in $x$ and $y$ (a second-order saddle, since $q$ still has positive curvature). Newton iteration from the first of these falls into the minimum. From the wrong-sign start it ends at $(0,\,0.15,\,0.0133)$ nm, the saddle for a hop along $y$.

## (g) What the saddle says about the barrier layer

**Estimate the hop rate at 673 K and the time to cross a 3 nm film. Which neglected effect matters most?**

**Solution.** In harmonic transition-state theory $\Gamma=\nu e^{-\Delta E/k_BT}$. The host curvature is $K$ at both the minimum and the saddle, so it cancels from $\nu$. The copper curvatures at the minimum are both $b_0=(2\pi/a)^2A=526$ eV/nm², and with copper mass $m=63.5$ u

$$\nu=\frac1{2\pi}\sqrt{\frac{b_0^2}{b_ym}}=4.5\ \text{THz},\qquad b_y=524\ \text{eV/nm}^2 .$$

With $k_BT=0.0580$ eV, $\Gamma=4.8\times10^{-4}$ s⁻¹ to each neighbour. Assume that each crossing ends with the atom thermalised in the next site, so that hops are single and uncorrelated. This needs energy loss to the rest of the lattice, which the three-coordinate model does not contain; recrossings and longer flights are not estimated here. On a square net the mean square displacement is then $4\Gamma a^2t=4Dt$, so $D=\Gamma a^2=4.3\times10^{-19}$ cm²/s. The continuum estimate of the crossing time, $L^2/2D$, is $1.0\times10^5$ s, about 29 hours; counting the ten discrete hops, with no escape through the entry face, makes the mean time about 10% longer.

Descending along the host mode matters: with the host held at $q=0$ the barrier would be 2.400 eV and the Boltzmann factor $e^{-\Delta E/k_BT}$ 99 times smaller. Two corrections to the transition-state rate are minor. Classical configuration integrals summed on a grid, in place of the harmonic ones, multiply the rate by 0.992. Harmonic quantum partition functions with the parabolic-barrier tunnelling factor multiply it by 1.008.

The parameters are round values chosen to illustrate a copper hop in a diffusion barrier, such as TaN, at an annealing temperature; they are not computed or measured for TaN. Real TaN films a few nanometres thick are often polycrystalline or amorphous, and the assumption they break is that of a perfect lattice. Suppose grains 10 nm wide have boundaries 0.5 nm wide, with a barrier lower by an assumed 0.5 eV and the same copper concentration, hop length and prefactor. Boundaries fill a fraction of about $2(0.5)/10=0.1$ of the area, and they carry roughly $0.1\,e^{0.5/0.0580}\approx6\times10^2$ times the flux of the grain interiors. Of the neglected effects estimated here this is by far the largest. The barrier height itself is also critical, since each 0.1 eV changes the rate by a factor of 5.6. The 29 hours therefore describe the perfect model lattice and are not a lifetime for a real film.
